# Level order of N2 in Hartree-Fock and G0W0

## Problem

The two highest occupied levels of N2 are $3\sigma_g$ and $1\pi_u$. In photoemission the $3\sigma_g$ electron leaves first, at roughly 16 eV, and the $1\pi_u$ electron follows at roughly 17 eV.

Take the molecule at a fixed bond length of 110 pm.

1. Which order do the Hartree-Fock (HF) orbital energies give?
2. Which order does G0W0 give when it starts from these orbitals?
3. If the orders differ, which poles of the self-energy are responsible?

An ionization energy is read as minus a level energy; for HF this is Koopmans' rule. The orbitals $\varphi_p$ are real, with HF energies $\varepsilon_p$. The labels $i$, $a$ and $q$ denote occupied, empty and arbitrary orbitals. Frequencies are written as energies, with $\hbar$ included, and

$$(pq|rs)=\iint \varphi_p(\mathbf r)\varphi_q(\mathbf r)\,\frac{e^2}{4\pi\epsilon_0|\mathbf r-\mathbf r'|}\,\varphi_r(\mathbf r')\varphi_s(\mathbf r')\,d^3r\,d^3r'.$$

Unless stated otherwise, numbers refer to the cc-pVTZ basis.

## First estimate from one excitation

HF gives $\varepsilon(3\sigma_g)=-17.20$ eV and $\varepsilon(1\pi_u)=-16.63$ eV. This answers the first question: $1\pi_u$ lies higher by 0.57 eV, contrary to experiment.

Correlation couples each level to states in which the molecule is also excited. A level at $E$ coupled with strength $w$ to a state at $P$ is shifted by about $w^2/(E-P)$, away from that state. Consider one excitation, $\pi_u\to\pi_g$ polarized along the bond.

In a two-centre picture without overlap, $\pi_u=(L+R)/\sqrt2$ and $\pi_g=(L-R)/\sqrt2$. Their product is $(L^2-R^2)/2$, which is half a charge on one atom and minus half on the other. If $3\sigma_g$ and $2\sigma_u$ are likewise the sum and difference of two lone pairs, their product has the same form. Two such distributions interact through the on-site repulsion minus the repulsion between the two atoms; for one pair,

$$(\pi_u\pi_g|\pi_u\pi_g)=\tfrac12\left[(LL|LL)-(LL|RR)\right].$$

Because the $\sigma$ and $\pi$ products have the same form, I assume that the excitation couples to both pairs with the same strength $V$.

Instead of evaluating the integrals, I take $V$ from the calculated excitation energy. The excitation is the equal mixture of $\pi_{ux}\to\pi_{gx}$ and $\pi_{uy}\to\pi_{gy}$. With the gap $\Delta=\varepsilon(\pi_g)-\varepsilon(\pi_u)$, equations (2) and (4) below reduce for this single mode to

$$\Omega^2=\Delta^2+4\Delta V,\qquad w=V\sqrt{\Delta/\Omega},$$

where $V=(\pi_{ux}\pi_{gx}|\pi_{ux}\pi_{gx})+(\pi_{ux}\pi_{gx}|\pi_{uy}\pi_{gy})$. In $w$, the factor $\sqrt2$ of (4) cancels the $1/\sqrt2$ of the mixture.

The lowest $\pi_g$ orbital lies at 4.4 eV, so $\Delta=4.4+16.6=21.0$ eV. The calculated excitation has $\Omega=27.2$ eV. This value comes from the full problem, in which other pairs mix in, so the $V$ it yields is an effective value and not the bare integrals. Those sum to 6.2 eV and would put the single mode at 31 eV. Hence

$$V=\frac{27.2^2-21.0^2}{4\times21.0}\ \text{eV}\approx3.6\ \text{eV},\qquad w\approx3.1\ \text{eV}.$$

The $3\sigma_g$ level couples through the occupied $2\sigma_u$, at $-21.2$ eV, to a state at $-21.2-27.2=-48.4$ eV. The $1\pi_u$ level couples through the empty $\pi_g$ to a state at $4.4+27.2=31.6$ eV. The shifts are

$$\delta(3\sigma_g)\approx\frac{3.1^2}{-17.2+48.4}\ \text{eV}\approx+0.3\ \text{eV},\qquad
\delta(1\pi_u)\approx\frac{3.1^2}{-16.6-31.6}\ \text{eV}\approx-0.2\ \text{eV}.$$

The levels move towards each other by about 0.5 eV, nearly the HF separation. The estimate gives a direction and a size, but it cannot decide the order.

## Exact solution of the G0W0 equations

"Exact" here means without further approximation inside this model: HF orbitals, a diagonal self-energy, screening in the direct random-phase approximation (RPA) and a finite basis.

**Quasiparticle equation.** The GW self-energy is the HF exchange plus a part $\Sigma^c$ from $W^c=W-v$, the screened minus the bare interaction. HF already contains the exchange, so

$$E_p=\varepsilon_p+\Sigma^c_{pp}(E_p). \tag{1}$$

**Screening.** In the space of pairs $ia$, let $\Delta$ be the diagonal matrix of $\Delta_{ia}=\varepsilon_a-\varepsilon_i$, and let $v_{ia,jb}=(ia|jb)$. The independent-particle response, with a factor 2 for spin, is

$$\chi_0(\omega)=2\left[\frac1{\omega-\Delta}-\frac1{\omega+\Delta}\right]=\frac{4\Delta}{\omega^2-\Delta^2}.$$

Electrons respond to the external plus the induced Hartree potential, so $\chi=\chi_0+\chi_0v\chi$, or $\chi^{-1}=\chi_0^{-1}-v$. Taking $\Delta^{-1/2}$ out on both sides gives

$$\chi^{-1}=\tfrac14\Delta^{-1/2}(\omega^2-M)\Delta^{-1/2},\qquad M=\Delta^2+4\Delta^{1/2}v\Delta^{1/2}. \tag{2}$$

Let $MZ_s=\Omega_s^2Z_s$ with orthonormal $Z_s$. Inverting (2),

$$\chi=4\sum_s\frac{\Delta^{1/2}Z_sZ_s^{T}\Delta^{1/2}}{\omega^2-\Omega_s^2}. \tag{3}$$

The element of $W^c=v\chi v$ needed for level $p$ and intermediate orbital $q$ has the product $\varphi_p\varphi_q$ on both sides. Define

$$w^s_{pq}=\sqrt2\sum_{ia}(pq|ia)\sqrt{\frac{\Delta_{ia}}{\Omega_s}}\,Z_{ia,s}. \tag{4}$$

Then $4\left[\sum_{ia}(pq|ia)\Delta_{ia}^{1/2}Z_{ia,s}\right]^2=2\Omega_s|w^s_{pq}|^2$. Partial fractions, with the time-ordered infinitesimals $i\eta$, give

$$W^c_{pq}(\omega)=\sum_s|w^s_{pq}|^2\left[\frac1{\omega-\Omega_s+i\eta}-\frac1{\omega+\Omega_s-i\eta}\right]. \tag{5}$$

**Self-energy.** The GW convolution is

$$\Sigma^c_{pp}(E)=\frac{i}{2\pi}\int_{-\infty}^{\infty}d\omega\sum_q G_q(E+\omega)\,W^c_{pq}(\omega),$$

with $G_i(x)=1/(x-\varepsilon_i-i\eta)$ and $G_a(x)=1/(x-\varepsilon_a+i\eta)$. The integrand falls as $|\omega|^{-3}$, so the contour may be closed in either half-plane.

For occupied $i$, the pole of $G_i$ is in the upper half-plane. Closing below encloses only $\omega=\Omega_s-i\eta$, where $W^c$ has residue $|w|^2$. The clockwise contour gives $-2\pi i$, and $(i/2\pi)(-2\pi i)=1$.

For empty $a$, the pole of $G_a$ is in the lower half-plane. Closing above encloses only $\omega=-\Omega_s+i\eta$, with residue $-|w|^2$. Now $(i/2\pi)(2\pi i)=-1$, and the two minus signs cancel. Therefore

$$\Sigma^c_{pp}(E)=\sum_{is}\frac{|w^s_{pi}|^2}{E-\varepsilon_i+\Omega_s}+\sum_{as}\frac{|w^s_{pa}|^2}{E-\varepsilon_a-\Omega_s}. \tag{6}$$

**Signs and the root.** The lowest $\Omega_s$ is 21.0 eV and the highest occupied level is at $-16.6$ eV. Hole-side poles $\varepsilon_i-\Omega_s$ thus lie at or below $-37.6$ eV. Particle-side poles $\varepsilon_a+\Omega_s$ lie at least 21.0 eV above the empty levels. Both valence levels sit between the two sets, so the first sum raises them and the second lowers them.

In this interval $f(E)=E-\varepsilon_p-\Sigma^c_{pp}(E)$ has slope

$$f'(E)=1+\sum_{qs}\frac{|w^s_{pq}|^2}{(E-P_{qs})^2}\ge1,$$

where $P_{qs}$ are the poles. Since $f$ rises from $-\infty$ at the nearest coupled pole below to $+\infty$ at the nearest above, it has one zero there. Its spectral weight is $1/f'(E_p)$. If all $w$ vanish, (1) returns the HF level.

**Result.** The roots are

$$E(3\sigma_g)=-16.32\ \text{eV},\qquad E(1\pi_u)=-17.05\ \text{eV},$$

with weights 0.935 and 0.945, so each is a well-defined single-particle level. This answers the second question: G0W0 puts $3\sigma_g$ above $1\pi_u$ by 0.74 eV, the measured order.

**Which poles.** Splitting (6) at the roots into hole-side and particle-side sums gives

$$\Sigma^c(3\sigma_g)=2.83-1.94=+0.89\ \text{eV},\qquad
\Sigma^c(1\pi_u)=1.89-2.32=-0.43\ \text{eV}.$$

Symmetry shows where the opposite signs can arise. By (4), $w^s_{pq}$ vanishes unless $\varphi_p\varphi_q$ contains the symmetry of excitation $s$. Consider $\Sigma_u^+$ excitations, which are polarized along the bond. They are odd under inversion and carry no angular momentum about the axis.

- They connect $3\sigma_g$ to $\sigma_u$ orbitals. The occupied ones, including $2\sigma_u$, push it up; the empty ones push it down.
- They connect $1\pi_u$ to $\pi_g$ orbitals, since inversion parity must change and the axial angular momenta must cancel. In N2 every $\pi_g$ orbital is empty, so this channel can only lower $1\pi_u$.

The poles at $\varepsilon(2\sigma_u)-\Omega_s$ contribute $+1.25$ eV to $3\sigma_g$. Those at $\varepsilon(\pi_g)+\Omega_s$ contribute $-1.11$ eV to $1\pi_u$, of which $-1.04$ eV comes from $\Sigma_u^+$ excitations.

To test their effect, poles are deleted and (1) is solved again. The separation $D=E(1\pi_u)-E(3\sigma_g)$ becomes:

- all poles kept: $D=-0.74$ eV;
- $2\sigma_u$ poles removed from $3\sigma_g$: $D=+0.45$ eV;
- $\pi_g$ poles removed from $1\pi_u$: $D=+0.32$ eV;
- both families removed: $D=+1.52$ eV.

Either deletion alone brings back the HF order. This evidence is one-sided, however, because each deletion takes away a push that favours the measured order; deleting the occupied $\sigma_g$ poles from $3\sigma_g$ would do the same ($D=+0.61$ eV). A fairer control removes all $\Sigma_u^+$ excitations from $W$ for both levels, including the empty $\sigma_u$ terms that lower $3\sigma_g$. It gives $D=+0.87$ eV, which is above the HF value of $+0.57$ eV. Without this channel, the remaining self-energy moves the levels the wrong way. Kept alone, the $\Sigma_u^+$ channel gives $D=-1.10$ eV.

This answers the third question. The reversal comes from the $\Sigma_u^+$ channel, through hole-side poles at $\varepsilon(2\sigma_u)-\Omega_s$ that raise $3\sigma_g$ and particle-side poles at $\varepsilon(\pi_g)+\Omega_s$ that lower $1\pi_u$.

## Comparison of estimate and solution

For the single excitation it considered, the estimate is close, partly by construction. The excitation at 27.2 eV has 0.89 of its weight on $\pi_u\to$ lowest $\pi_g$ and, in cc-pVTZ, is the strongest contributor in both families. This ranking depends on the basis: in cc-pVQZ excitations near 45 eV and 95 eV lead the two families, while the family totals change by about 0.02 eV or less. Its couplings are 3.25 eV for $3\sigma_g$ and 2.94 eV for $1\pi_u$, against the estimated 3.1 eV. The $1\pi_u$ agreement is built in. Let $z$ be the amplitude of $Z_s$ on the equal mixture. Projecting $MZ_s=\Omega^2Z_s$ on that mixture, where the $x$ and $y$ pairs contribute equally, and using (4) gives $\Delta^2z+4\sqrt{\Delta\Omega}\,w=\Omega^2z$. So $w=z(\Omega^2-\Delta^2)/(4\sqrt{\Delta\Omega})$, which is $z$ times the estimate: $\sqrt{0.885}\times3.13=2.94$ eV. Only the $3\sigma_g$ coupling tests the assumption of a common $V$. The poles of this excitation with $2\sigma_u$ and with the lowest $\pi_g$ orbital contribute

$$\frac{3.25^2}{-16.32+48.38}\ \text{eV}=+0.33\ \text{eV},\qquad
\frac{2.94^2}{-17.05-31.58}\ \text{eV}=-0.18\ \text{eV}.$$

The estimate falls short because, in this basis, this pole supplies only about a quarter of the $2\sigma_u$ family and a sixth of the $\pi_g$ family. The rest of the $2\sigma_u$ family comes from other $\Sigma_u^+$ excitations. The rest of the $\pi_g$ family comes from other excitations and higher $\pi_g$ orbitals. It is the two families, and not one $\pi\to\pi^*$ pole, that reverse the order: with only this excitation in $W$, $D=+0.06$ eV, and with only this excitation removed, $D=-0.26$ eV.

The estimate also left out every other term in (6). Some are as large: occupied $\sigma_g$ orbitals raise $3\sigma_g$ by 1.41 eV, and occupied $\pi_u$ orbitals raise $1\pi_u$ by 1.29 eV. These two pushes nearly cancel in the separation.

The order is more secure than the level energies. From cc-pVDZ to cc-pVTZ the G0W0 levels fall by 0.46 eV and 0.35 eV, so they are not converged to a tenth of an eV, while $D$ changes from $-0.85$ to $-0.74$ eV. In cc-pVQZ both levels fall by a further 0.2 eV and $D=-0.73$ eV. An independent wavefunction method, IP-EOM-CCSD in cc-pVDZ, gives ionization energies of 15.2 eV for $3\sigma_g$ and 16.9 eV for $1\pi_u$, the same order. These values rise by about 0.4 eV and 0.3 eV in cc-pVTZ, and their separation is about twice the G0W0 one, so the agreement concerns the order and not the size of the gap. The numerical check tests the order in both bases and checks (6) against a frequency integral that does not use the RPA eigenvectors.

The conclusion belongs to this starting point, geometry and these basis sets. The symmetry argument also needs empty $\pi_g$ orbitals: an occupied one would add hole-side poles that push $1\pi_u$ up.

## Numbers as computed

```
bond length: 110.0 pm
cc-pVDZ 3sigma_g: HF -17.035 eV, G0W0 -15.860 eV, weight 0.942
cc-pVDZ 1pi_u: HF -16.522 eV, G0W0 -16.706 eV, weight 0.954
cc-pVTZ 3sigma_g: HF -17.201 eV, G0W0 -16.315 eV, weight 0.935
cc-pVTZ 1pi_u: HF -16.627 eV, G0W0 -17.053 eV, weight 0.945
IP-EOM-CCSD cc-pVDZ ionization energy 3sigma_g: 15.179 eV
IP-EOM-CCSD cc-pVDZ ionization energy 1pi_u: 16.907 eV
All following values: cc-pVTZ
HF energy of 2sigma_u: -21.176 eV
HF energy of lowest pi_g: 4.375 eV
lowest RPA excitation energy: 21.002 eV
Sigma_c at the G0W0 energy by intermediate orbital (3sigma_g; 1pi_u):
  occupied sigma_g: +1.411 eV; +0.430 eV
  occupied sigma_u: +1.254 eV; +0.167 eV
  occupied pi_u: +0.161 eV; +1.294 eV
  occupied total: +2.826 eV; +1.890 eV
  empty sigma_g: -0.476 eV; -0.104 eV
  empty sigma_u: -0.616 eV; -0.105 eV
  empty pi_u: -0.377 eV; -0.414 eV
  empty pi_g: -0.370 eV; -1.110 eV
  empty other: -0.100 eV; -0.583 eV
  empty total: -1.940 eV; -2.317 eV
2sigma_u part for 3sigma_g: +1.246 eV
pi_g part for 1pi_u from Sigma_u+ excitations: -1.036 eV
strongest pole, 3sigma_g via 2sigma_u: at -48.379 eV
  coupling |w| 3.248 eV, contribution +0.329 eV
  Omega 27.203 eV, pi->pi* weight 0.885, Sigma_u+: True
strongest pole, 1pi_u via pi_g: at 31.579 eV
  coupling |w| 2.941 eV, contribution -0.178 eV
  Omega 27.203 eV, pi->pi* weight 0.885, Sigma_u+: True
Separation E(1pi_u) - E(3sigma_g):
  HF: +0.574 eV
  G0W0: -0.738 eV
  without 2sigma_u poles: +0.454 eV
  without pi_g poles: +0.324 eV
  without both families: +1.516 eV
  without Sigma_u+ channel: +0.865 eV
share of relative shift from both families: 1.718
largest deviation, pole sum vs Dyson integral: 4.6e-15 eV
largest deviation, root vs matrix (hartree or weight): 5.6e-16
```
